# Tunnelling polarization from four points of a Zeeman-split superconducting spectrum

Let $G(V)$ be the conductance of a junction between a ferromagnet and a thin superconductor in a parallel magnetic field, let $h$ be the Zeeman energy, and let $x$ be a freely chosen energy. Read

$$\sigma_1=G(-x-h),\quad \sigma_2=G(-x+h),\quad \sigma_3=G(x-h),\quad \sigma_4=G(x+h).$$

If spin is conserved in the barrier and in the superconductor, the tunnelling polarization is

$$P=\frac{(\sigma_4-\sigma_2)-(\sigma_1-\sigma_3)}{(\sigma_4-\sigma_2)+(\sigma_1-\sigma_3)} .\tag{1}$$

This Meservey-Tedrow formula holds at any temperature and for any $x$ that leaves the denominator nonzero. Thermal broadening by itself causes no error. The errors treated below come from misplaced readings, a voltage offset, noise, spin mixing, a sloping barrier background and series resistance.

## What the conductance contains

Atomic units are used in the algebra, so the electron charge has unit magnitude and, with $g=2$, $h=B/2$. $T$ denotes the thermal energy. $V$ is the chemical potential of the ferromagnet above that of the superconductor, and energies $E$ are measured from the latter. With the opposite sign of $V$, $\sigma_1$ trades places with $\sigma_4$ and $\sigma_2$ with $\sigma_3$, so (1) returns $-P$.

A fraction $a=(1+P)/2$ of the normal-state conductance is carried by electrons whose moment lies along the field, and $1-a$ by the others. This defines $P$. It includes the tunnelling matrix elements and is not the polarization of the bulk density of states. Both fractions are taken as constant over the few meV of the spectrum.

Without a field the superconductor has the normalized density of states $\rho(E)=|E|/\sqrt{E^2-\Delta^2}$ for $|E|>\Delta$, and zero inside the gap. The field lowers the energy of moments along it by $h$, so their density is $\rho(E+h)$; that of the opposite moments is $\rho(E-h)$. With $f(E)=1/(e^{E/T}+1)$, the net current is

$$I(V)\propto\int dE\,[a\rho(E+h)+(1-a)\rho(E-h)]\,[f(E-V)-f(E)] .$$

Only $f(E-V)$ depends on $V$, and its derivative is $-f'(E-V)$. Shifting the integration variable by $\mp h$ in the two terms gives

$$G(V)=aK(V+h)+(1-a)K(V-h),\tag{2}$$

$$K(V)=\int dE\,\rho(E)\,[-f'(E-V)] .$$

Since $\rho$ and $f'$ are even, replacing $E$ by $-E$ shows that $K(-V)=K(V)$. Formula (1) needs this evenness and no other detail of $K$.

## Why peak heights are not spin weights

$K$ peaks near $\pm\Delta$, so at temperatures low enough to resolve the splitting $G$ has four peaks: majority ones near $-\Delta-h$ and $\Delta-h$, minority ones near $-\Delta+h$ and $\Delta+h$. The naive scheme treats the height of each peak as the weight of its spin. Equation (2) shows what is wrong with it:

$$\begin{aligned}
\sigma_1&=aK(x)+(1-a)K(x+2h),\\
\sigma_2&=aK(x-2h)+(1-a)K(x),\\
\sigma_3&=aK(x)+(1-a)K(x-2h),\\
\sigma_4&=aK(x+2h)+(1-a)K(x).
\end{aligned}\tag{3}$$

Evenness has been used wherever an argument was negative. Each reading contains the wanted $K(x)$ and a contribution from the other spin.

For numbers, take a zero-temperature gap of 0.30 meV, a field of 2.5 T, a temperature of 0.4 K and $P=0.40$. Then $h=0.1447$ meV, the thermal energy is 0.0345 meV and the gap is 0.2986 meV. At $x=0.3429$ meV, a choice explained below, the readings in units of the normal-state conductance are

$$\sigma_1=1.6136,\quad\sigma_2=0.5470,\quad\sigma_3=1.2720,\quad\sigma_4=1.3440 .$$

Comparing the two peaks at positive $V$ gives $(\sigma_3-\sigma_4)/(\sigma_3+\sigma_4)=-0.028$, which has the wrong sign. The outer pair gives $(\sigma_1-\sigma_4)/(\sigma_1+\sigma_4)=0.091$. The inner pair gives $(\sigma_3-\sigma_2)/(\sigma_3+\sigma_2)=0.399$, which is nearly right.

The difference between the pairs follows from (3):

$$\frac{\sigma_3-\sigma_2}{\sigma_3+\sigma_2}=P\,\frac{K(x)-K(x-2h)}{K(x)+K(x-2h)},$$

and the outer pair obeys the same relation with $K(x+2h)$ in place of $K(x-2h)$. Here $x+2h$ lies on the high-energy tail, where $K$ is of order one, while $x-2h\approx0.05$ meV lies deep inside the gap. There $K$ is due to thermal activation. For $\Delta-|V|\gg T$, $-f'(E-V)\approx e^{-|E-V|/T}/T$, and the two gap edges contribute

$$K(V)\approx \frac{2}{T}\cosh\frac VT\int_\Delta^\infty\frac{E\,e^{-E/T}}{\sqrt{E^2-\Delta^2}}\,dE
\approx\sqrt{\frac{2\pi\Delta}{T}}\;e^{-\Delta/T}\cosh\frac VT .$$

The last step puts $E=\Delta+y$ with $y\ll\Delta$, so that the integral becomes $\sqrt{\Delta/2}\,e^{-\Delta/T}\int_0^\infty y^{-1/2}e^{-y/T}dy$, with the remaining integral equal to $\sqrt{\pi T}$. With $\Delta/T=8.7$ this gives $K(x-2h)\approx0.003$. At 0.8 K, with the gap then 0.276 meV and $x=\Delta$, it gives about 0.09. Numerical integration gives $K(x-2h)=0.10$ and $K(x)=1.08$ there, so the inner pair is low by about 17 per cent. The inner pair is thus a low-temperature approximation.

## Cancelling the overlap

In (3), $\sigma_2$ and $\sigma_4$ contain the same term $(1-a)K(x)$, while $\sigma_1$ and $\sigma_3$ share $aK(x)$. Subtraction removes the peak itself and keeps the overlap terms:

$$\sigma_4-\sigma_2=aD,\qquad \sigma_1-\sigma_3=(1-a)D,$$

$$D(x)=K(x+2h)-K(x-2h).$$

The difference of these quantities is $(2a-1)D=PD$ and their sum is $D$. Their ratio is (1). What spoiled the naive scheme has become the signal, and its unknown size cancels.

For the readings above, $\sigma_4-\sigma_2=0.7969$ and $\sigma_1-\sigma_3=0.3415$, so

$$P=\frac{0.7969-0.3415}{0.7969+0.3415}=\frac{0.4554}{1.1385}=0.400 .$$

A wider test used synthetic spectra obtained by numerically differentiating the current. It covered temperatures of 0.3, 0.4 and 0.8 K, polarizations of $-0.3$, 0.4 and 0.9, and $x$ equal to 0.10 meV, 0.25 meV and the gap. The largest absolute error in $P$ was $7\times10^{-14}$, which is numerical rounding.

The formula is blind where $D=0$. One such point is $x=0$, because $K$ is even. Another, in this example, is $x=0.562$ meV, where $x-2h$ has climbed the edge of the peak until $K$ there equals its value on the tail at $x+2h$. In the normal state $K=1$ everywhere and every $x$ is blind.

## Placing the points without knowing the splitting

If $h$ is uncertain, the readings can still be placed symmetrically at $\pm p$ and $\pm q$, with $p>q$. Write $N(V)$ for the broadened density of majority moments and suppose that the other spin has $N(-V)$. Equation (2) is the case $N(V)=K(V+h)$. Then $G(V)=aN(V)+(1-a)N(-V)$. Define

$$A=N(p)-N(-q),\qquad C=N(-p)-N(q).$$

With $\sigma_1,\dots,\sigma_4$ read at $-p,-q,q,p$, collecting terms gives

$$\sigma_4-\sigma_2=aA+(1-a)C,\qquad \sigma_1-\sigma_3=(1-a)A+aC .$$

Their difference is $P(A-C)$ and their sum is $A+C$. Hence

$$P_{\rm est}=P\,\frac{A-C}{A+C}.\tag{4}$$

Symmetric misplacement multiplies $P$ by a factor that does not depend on $P$. For $p=x+h+\delta$ and $q=x-h-\delta$, without spin mixing,

$$A=K(x+2h+\delta)-K(x-2h-\delta),$$

$$C=K(x+\delta)-K(x-\delta)=2\delta K'(x)+O(\delta^3).$$

The first-order error vanishes if $x$ is the maximum of $K$. This is the reason for reading near the peaks: (1) does not require it, but it protects against an error in $h$.

The spectrum itself supplies such points. By (2) and evenness,

$$G(V)+G(-V)=K(V+h)+K(V-h),$$

which does not contain $P$. Its two positive maxima serve as $q$ and $p$. In the example they lie at 0.1995 and 0.4863 meV. Half their sum is $x=0.3429$ meV, the value used above; half their difference is 0.1434 meV, slightly below the true $h$. Using these maxima directly gives 0.4005 instead of 0.4000.

Larger errors in $h$ matter more. With $x$ fixed, taking $h$ too small by 0.02 meV, or 14 per cent, gives $P=0.419$; taking it too large by the same amount gives 0.381. Inverting (4) yields $|C/A|\approx0.023$ in the first case and 0.024 in the second. The misplacement of only 0.0013 meV found above gives $|C/A|\approx0.0006$. Scaled in proportion to $\delta$, that would become about 0.009 at 0.02 meV, so the higher odd terms in $C$ already dominate there.

## Voltage offset and noise

A voltage offset $\varepsilon$ moves all four points the same way and breaks their symmetry. With $h$ correct, expansion of (2) to first order gives

$$\sigma_4-\sigma_2=a(D+\varepsilon S)+2(1-a)\varepsilon K'(x),$$

$$\sigma_1-\sigma_3=(1-a)(D-\varepsilon S)-2a\varepsilon K'(x),$$

where $S=K'(x+2h)+K'(x-2h)$. The difference is $PD+\varepsilon[S+2K'(x)]$ and the sum is $D+P\varepsilon[S-2K'(x)]$. Expanding the quotient,

$$P_{\rm est}-P\approx\frac{\varepsilon}{D}\left[(1-P^2)S+2(1+P^2)K'(x)\right].\tag{5}$$

This error is not a common factor: it survives at $P=0$.

For noise, let each reading have an independent error of standard deviation $s\ll|D|$. Put $u=\sigma_4-\sigma_2$ and $w=\sigma_1-\sigma_3$. They share no reading, so their errors are independent, each with variance $2s^2$. From $P=(u-w)/(u+w)$,

$$\frac{\partial P}{\partial u}=\frac{2w}{(u+w)^2},\qquad \frac{\partial P}{\partial w}=-\frac{2u}{(u+w)^2}.$$

Since $u=aD$, $w=(1-a)D$ and $a^2+(1-a)^2=(1+P^2)/2$,

$$s_P^2=2s^2\,\frac{4(u^2+w^2)}{D^4}=\frac{4s^2(1+P^2)}{D^2},$$

$$s_P=\frac{2s\sqrt{1+P^2}}{|D|}.\tag{6}$$

For $s=0.005$ of the normal-state conductance and $D=1.1385$, (6) gives $s_P=0.0095$. Random sampling gives the same value to this precision.

The least noise is found at $x=0.094$ meV, where $D=1.51$ and $s_P=0.0071$. There $x+2h=0.383$ meV is near the peak, while $x-2h=-0.195$ meV is still inside the gap. The price is sensitivity to an offset. The slope of $P$ from (5) is $-4.95$ per meV at this point, but 0.13 per meV at $x=0.3429$ meV. The reduction in noise is worth $\sqrt{0.0095^2-0.0071^2}\approx0.006$ in quadrature, which an offset of about 0.0013 meV cancels. At this noise level, with $h$ known, an offset uncertainty larger than that makes reading near the peaks better than reading at the point of least noise.

A point between the two does better still if $h$ is well known. At $x=0.154$ meV the bracket in (5) vanishes for $P=0.40$, while $D=1.39$ and $s_P=0.0077$. The price is now sensitivity to $h$: an error of 0.005 meV in $h$ changes $P$ by about 0.009 there, but by only 0.002 at $x=0.3429$ meV.

At $x=0.3429$ meV an offset of 0.005 meV changes $P$ to 0.4009. The linear law predicts 0.4007; the rest is of higher order in $\varepsilon$.

A weak field gives another limit. For $h$ small compared with the width of the thermal peak, $D\approx4hK'(x)$ and

$$s_P\approx\frac{s\sqrt{1+P^2}}{2h|K'(x)|}.$$

Noise then grows as $1/h$ on a flank of $K$. At the maximum of $K$ this leading term of $D$ vanishes, so reading there is a poor choice when $h$ is that small.

## What warming does to each reading rule

The temperature scan keeps the field and $P$ fixed but solves the gap anew. It leaves out orbital depairing, which is treated in the next section. The BCS gap equation equates the inverse coupling to the integral of $[1-f(E+h)-f(E-h)]/E$ over $\xi$ up to a cutoff, with $E=\sqrt{\xi^2+\Delta^2}$. At zero temperature and $h<\Delta_0$ the occupations vanish. Subtracting that case removes the coupling and, for a large cutoff, leaves

$$\ln\frac{\Delta_0}{\Delta}=\int_0^\infty d\xi\,\frac{f(E+h)+f(E-h)}{E}.$$

At 0.3, 0.4 and 0.5 K the spectrum has four maxima. Reading directly at them gives $P$ between 0.4002 and 0.4005, and the symmetrized maxima do no better. Both errors are far below the noise of 0.0095 considered above.

The raw maxima are not quite symmetric: at 0.4 K the outer ones lie at $-0.4876$ and $+0.4832$ meV. The slope of the other spin's tail displaces each maximum. If $x_m$ is the maximum of $K$, setting $G'=0$ near $V=x_m+h$ gives a displacement

$$-\frac{a}{1-a}\,\frac{K'(x_m+2h)}{K''(x_m)} .$$

Both derivatives are negative, so the minority peak moves inward. For the outer majority peak the weights are exchanged and the inward shift is smaller by $(a/(1-a))^2\approx5$. Near a maximum such a displacement changes the reading only in second order, which keeps the error in $P$ small.

At 0.6 K only three maxima remain and the raw rule has no answer; the symmetrized spectrum still has two positive maxima and gives 0.392. At 0.7 K it no longer has two. Reading at $x=\Delta$ with known $h$ returns 0.400 throughout the scan, up to 0.8 K, where the raw spectrum has two maxima. Warming therefore defeats the search for peaks before it defeats (1).

## Depairing, spin-orbit scattering and a sloping background

Two effects in the superconductor can be treated with the coupled Maki equations. For complex energy $z$ and spin $\tau=\pm1$, with $\tau=+1$ for majority moments,

$$u_\tau=-\frac{i(z+\tau h)}{\Delta}+\frac{\alpha}{\Delta}g_\tau+b\,(u_{-\tau}-u_\tau)f_{-\tau},$$

$$g_\tau=\frac{u_\tau}{\sqrt{1+u_\tau^2}},\qquad f_\tau=\frac1{\sqrt{1+u_\tau^2}} .$$

The density of states is ${\rm Re}\,g_\tau$ as $z$ approaches the real axis from above. Here $\alpha$ is the orbital depairing energy and $b=1/(3\tau_{\rm so}\Delta)$, where $1/\tau_{\rm so}$ is the spin-orbit scattering rate.

Replacing $z$ by $-z^*$ turns $-i(z+\tau h)$ into the complex conjugate of $-i(z-\tau h)$. The solutions therefore obey $u_\tau(-z^*)=u_{-\tau}(z)^*$, and the density of one spin is the mirror image of the other. Thermal broadening preserves this, so (4) applies with mixing included.

If $b=0$, the spins decouple. Each density is a shifted copy of one even function, rounded by $\alpha$, and (1) remains exact. For a film of thickness $d$ with diffusion constant $\mathcal D$, a parallel field has the vector potential $Bz'$ across the film, whose mean square is $B^2d^2/12$. The dirty-limit depairing energy, $\mathcal D/2$ times the mean square of twice this potential, is $\alpha=\mathcal DB^2d^2/6$. Rough values of 4 nm and 5 cm²/s give 0.013 meV, or 0.042 of the gap, and $P$ is recovered as 0.400. The rounding does make the peaks merge earlier: with this depairing and the gaps of the temperature scan, four raw maxima remain at 0.4 K but only three at 0.5 K.

With $b>0$ the two peaks of one spin are no longer equal, so $C$ in (4) does not vanish. Holding the gap, this depairing and the four voltages fixed, $b=0.02$, 0.05 and 0.10 give $P_{\rm est}/P=1.05$, 1.10 and 1.15. At these voltages the bias is upward and grows less than in proportion to $b$. Both features depend on where the points lie. At $x=0.25$ meV, $b=0.05$ gives a factor of 0.72. At the maxima of the symmetrized spectrum, located anew for each $b$, the three factors are 1.06, 1.14 and 1.28, so the bias is nearly proportional to $b$. These numbers keep the gap at 0.2986 meV. Solving the gap equation with depairing and mixing included lowers it to between 0.285 and 0.282 meV. The factors then become 1.06, 1.13 and 1.23 at the same four voltages, and 1.05, 1.13 and 1.25 at the symmetrized maxima, so much of the slower-than-proportional growth at fixed voltages comes from holding the gap fixed. Averaging repeated readings cannot remove it.

A sloping barrier background has a smaller effect. Multiplying $G$ by $1+V/(1\ \text{eV})$ changes $\sigma_4-\sigma_2$ by $+0.0008$ and $\sigma_1-\sigma_3$ by $-0.0010$, and the estimate becomes 0.4017. A series resistance left uncorrected distorts both voltage and conductance: at 1 per cent of the junction's normal-state resistance, reading at the same four nominal voltages gives 0.405.

## The example beside a real junction

The gap, field and temperature are rough typical values for a thin aluminium film, a light metal in which spin-orbit scattering is weak, and $P=0.40$ is a plausible size for a transition-metal ferromagnet. The ratio $h/\Delta_0=0.48$ lies below the Pauli limit $1/\sqrt2=0.71$, at which the spin energy of the normal state equals the condensation energy at zero temperature without spin mixing. Of the departures from an ideal film and barrier modelled here, spin-orbit scattering gives the largest error at the values of $b$ considered. For $b$ between 0.02 and 0.05, a rough range for aluminium, the model with fixed gap and voltages reads a true 0.40 as about 0.42 to 0.44; reading at the symmetrized maxima found with mixing included gives 0.42 to 0.46. With the gap solved in the presence of depairing and mixing, both rules give 0.42 to 0.45. That bias exceeds those found here for the raw maxima where all four exist, for the 0.005 meV offset at $x=0.3429$ meV and for the background slope. Under these conditions, dividing out the factor in (4), computed for the voltages actually read, improves the result more than a finer search for the peaks. This requires independent values of $b$, $\alpha$ and the gap. For $b=0.05$ and the fixed voltages, the factor falls from 1.10 at $\alpha=0.013$ meV to 1.08 at $\alpha=0.025$ meV, and at $\alpha=0.013$ meV it rises to 1.13 when the gap is 0.284 meV instead of 0.299 meV.

## Numbers as computed

```
zero-temperature gap 0.30 meV, field 2.5 T, true P 0.40
temperature 0.4 K, thermal energy 0.0345 meV
Zeeman energy h 0.1447 meV, full splitting 2h 0.2894 meV
solved gap 0.29856 meV
h / zero-temperature gap 0.482; Pauli limit 0.707
largest error of exact-point reading in all tests 6.7e-14
symmetrized maxima: inner 0.1995 meV, outer 0.4863 meV
reading energy x 0.3429 meV, apparent h 0.1434 meV
s1: V -0.4876 meV, G 1.61357 (normal state = 1)
s2: V -0.1982 meV, G 0.54703 (normal state = 1)
s3: V +0.1982 meV, G 1.27203 (normal state = 1)
s4: V +0.4876 meV, G 1.34397 (normal state = 1)
P from these four values 0.40000
scan: raw = at raw maxima, sym = at symmetrized maxima, fix = x=gap, known h
T 0.3 K gap 0.2997 meV maxima 4 P raw 0.40023 sym 0.40023 fix 0.40000
T 0.4 K gap 0.2986 meV maxima 4 P raw 0.40046 sym 0.40047 fix 0.40000
T 0.5 K gap 0.2959 meV maxima 4 P raw 0.40040 sym 0.40044 fix 0.40000
T 0.6 K gap 0.2914 meV maxima 3 P raw none sym 0.39167 fix 0.40000
T 0.7 K gap 0.2848 meV maxima 3 P raw none sym none fix 0.40000
T 0.8 K gap 0.2760 meV maxima 2 P raw none sym none fix 0.40000
raw maxima at main temperature (meV): -0.4876, -0.2000, +0.1993, +0.4832
blind reading energy (contrast D = 0) 0.5623 meV
noise per reading 0.005 of normal conductance
at x: x 0.3429 meV, D 1.1385, s_P law 0.00946, sampled 0.00945
least noise: x 0.0940 meV, D 1.5104, s_P law 0.00713, sampled 0.00712
offset slope of P: at x 0.130 per meV, at least-noise x -4.953 per meV
P with voltage offset 0.005 meV: 0.40093
P with h wrong by -0.02 meV: 0.41915
P with h wrong by +0.02 meV: 0.38141
rough film: thickness 4 nm, diffusion 5 cm2/s
orbital depairing 0.0127 meV, over gap 0.042
P with orbital depairing only 0.40000
spin-orbit rate/gap 0.02: P_est/P 1.0486, P_est 0.4194
spin-orbit rate/gap 0.05: P_est/P 1.1037, P_est 0.4415
spin-orbit rate/gap 0.10: P_est/P 1.1464, P_est 0.4586
P with linear background V/(1 eV): 0.40168
```
